# Adiabatic free energy and barrier lowering in Schmickler's spinless electrode model

## Theorem

One spinless orbital of energy $\varepsilon_a$ and occupation operator $n_a$ exchanges an electron with a metal through matrix elements $V_k$, and is coupled linearly to classical harmonic solvent modes. The algebra uses atomic units, so $\hbar=1$; electronic energies are measured from the Fermi level. The Hamiltonian is

$$H=\varepsilon_a n_a+\sum_k\varepsilon_k n_k+\sum_k(V_kc_k^\dagger c_a+\mathrm{h.c.})+\tfrac12\sum_\nu\omega_\nu(p_\nu^2+q_\nu^2)+(z-n_a)\sum_\nu\omega_\nu g_\nu q_\nu ,$$

where $z$ is the charge number of the oxidised reactant. Assume that:

- the width $\Delta=\pi\sum_k|V_k|^2\delta(\omega-\varepsilon_k)$ is constant in a band from $-D$ to $D$, with $D$ much larger than all other energies;
- $\Delta$ does not depend on the solvent;
- the electrons reach equilibrium at each fixed solvent configuration.

Let $\lambda=\frac12\sum_\nu\omega_\nu g_\nu^2$ be the reorganisation energy, $x$ the solvent coordinate (0 for the uncoupled oxidised state, 1 for the reduced one), and $\delta=\varepsilon_a+2\lambda z-\lambda$ the free energy of reduction without electronic coupling.

**(a)** At zero electronic temperature, up to a constant independent of $x$,

$$F(x)=\lambda x^2+\varepsilon n(\varepsilon)+\frac{\Delta}{2\pi}\ln(\varepsilon^2+\Delta^2),$$

$$\varepsilon=\lambda(1-2x)+\delta,\qquad n(\varepsilon)=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Delta}.$$

**(b)** For $\delta=0$ there are two wells if and only if $\Delta<\Delta_c=2\lambda/\pi$. The barrier between them is

$$B=\frac{\lambda}{\pi^2}\left[\theta^2+2\theta\cot\theta\,\ln\cos\theta\right],\qquad \Delta=\frac{2\lambda}{\pi}\,\theta\cot\theta,\quad 0<\theta<\frac{\pi}{2}.$$

**(c)** $B$ decreases monotonically from $\lambda/4$ at $\Delta\to0$ to zero at $\Delta_c$, and for small $\Delta$

$$B=\frac{\lambda}{4}-\frac{\Delta}{\pi}\left(1+\ln\frac{\lambda}{\Delta}\right)+\frac{\Delta^2}{\pi^2\lambda}+O(\Delta^3).$$

## Lemma 1: one solvent coordinate suffices

**Proof.** The electron feels the modes through the sum $\sum_\nu\omega_\nu g_\nu q_\nu$ alone. Fix this sum at $2\lambda\mu$ and write $q_\nu=\mu g_\nu+r_\nu$. Since $\sum_\nu\omega_\nu g_\nu^2=2\lambda$, the remainders satisfy $\sum_\nu\omega_\nu g_\nu r_\nu=0$. The cross term in the potential energy therefore vanishes:

$$\tfrac12\sum_\nu\omega_\nu q_\nu^2=\lambda\mu^2+\tfrac12\sum_\nu\omega_\nu r_\nu^2 .$$

The classical integrals over $r_\nu$ and $p_\nu$ depend neither on $\mu$ nor on the electrons, and give a constant. What remains is $\lambda\mu^2+2\lambda(z-n_a)\mu$. With $x=\mu+z$ this becomes

$$\lambda(x^2-2xz+z^2)+2\lambda(z-n_a)(x-z)=\lambda x^2-2\lambda xn_a+2\lambda zn_a-\lambda z^2 .$$

The last term is constant. Collecting the factors of $n_a$ gives the level energy $\varepsilon=\varepsilon_a+2\lambda z-2\lambda x=\lambda(1-2x)+\delta$. $\square$

Without coupling, an empty level gives $\lambda x^2$ and a filled one gives $\lambda x^2+\varepsilon=\lambda(x-1)^2+\delta$. These are the two diabatic parabolas. At $\delta=0$ they cross at $x=1/2$, at height $\lambda/4$, where the level lies at the Fermi energy.

## Lemma 2: the electronic energy

**Proof of (a).** At fixed $x$ the electrons do not interact, so no mean-field approximation is needed. Eliminating the metal states from the equation of motion gives the level's retarded resolvent $G=[\omega-\varepsilon-\Sigma(\omega)]^{-1}$, with

$$\Sigma(\omega)=\sum_k\frac{|V_k|^2}{\omega-\varepsilon_k+i0^+}=\frac{\Delta}{\pi}\ln\left|\frac{D+\omega}{D-\omega}\right|-i\Delta .$$

The real part is about $2\Delta\omega/(\pi D)$ and is dropped in the wide-band limit. The density of states on the level is then a Lorentzian of half-width $\Delta$ at half-maximum,

$$\rho_a(\omega)=-\frac1\pi\,\mathrm{Im}\,G=\frac1\pi\frac{\Delta}{(\omega-\varepsilon)^2+\Delta^2},$$

and its integral over $\omega<0$ is the stated $n(\varepsilon)$.

Let $\Omega$ be the electronic grand potential, measured from that of the bare metal. Because $\varepsilon$ multiplies $n_a$ in the Hamiltonian, $\partial\Omega/\partial\varepsilon=n$. The function

$$\Omega=\varepsilon n+\frac{\Delta}{2\pi}\ln(\varepsilon^2+\Delta^2)+C$$

has this derivative: $n'=-\Delta/[\pi(\varepsilon^2+\Delta^2)]$, so $\varepsilon n'$ cancels the derivative of the logarithmic term. Adding $\lambda x^2$ proves (a). $\square$

The constant $C$ cancels from the barrier, but is needed to see how far each point of the curve moves. Take $\Delta\ll\varepsilon\ll D$. The level is nearly empty, and second-order perturbation theory gives

$$\Omega\simeq-\frac{\Delta}{\pi}\int_{-D}^0\frac{d\omega}{\varepsilon-\omega}=-\frac{\Delta}{\pi}\ln\frac{D+\varepsilon}{\varepsilon}\simeq-\frac{\Delta}{\pi}\ln\frac D\varepsilon .$$

In the same range $\varepsilon n\simeq\Delta/\pi$, so the formula gives $\Delta/\pi+(\Delta/\pi)\ln\varepsilon+C$. Hence $C=-(\Delta/\pi)(1+\ln D)$ to leading order in $1/D$.

## Proof of (b): wells and barrier

Differentiate $F$ using $d\varepsilon/dx=-2\lambda$:

$$F'(x)=2\lambda x-2\lambda n=2\lambda\,[x-n(\varepsilon)].$$

At a stationary point the solvent coordinate equals the occupation. For $\delta=0$, $x=\frac12-\varepsilon/(2\lambda)$, and the condition reads

$$\frac{\varepsilon}{2\lambda}=\frac1\pi\arctan\frac\varepsilon\Delta .$$

One root is $\varepsilon=0$, or $x=1/2$. For $\varepsilon>0$ the arctangent is concave, so there is one further root $\varepsilon_*$ if its initial slope $1/(\pi\Delta)$ exceeds $1/(2\lambda)$, and none otherwise. This gives $\Delta_c=2\lambda/\pi$. By symmetry $-\varepsilon_*$ is also a root. Between $0$ and $\varepsilon_*$ the arctangent side is larger, so $F'>0$; beyond $\varepsilon_*$, at smaller $x$, $F'<0$. Thus $\pm\varepsilon_*$ are wells and $x=1/2$ is the top.

Set $\theta=\arctan(\varepsilon_*/\Delta)$. The root condition gives $\varepsilon_*=2\lambda\theta/\pi$, and $\Delta=\varepsilon_*\cot\theta$ gives the relation in (b).

For the heights, express $F$ through $\varepsilon$. From $x=(\lambda-\varepsilon)/(2\lambda)$,

$$\lambda x^2=\frac\lambda4-\frac\varepsilon2+\frac{\varepsilon^2}{4\lambda}.$$

The term $-\varepsilon/2$ cancels the $\varepsilon/2$ in $\varepsilon n$, leaving the even function

$$F=\frac\lambda4+\frac{\varepsilon^2}{4\lambda}-\frac\varepsilon\pi\arctan\frac\varepsilon\Delta+\frac\Delta{2\pi}\ln(\varepsilon^2+\Delta^2).$$

Subtract its value at $\varepsilon_*$ from that at zero:

$$B=-\frac{\varepsilon_*^2}{4\lambda}+\frac{\varepsilon_*\theta}{\pi}-\frac\Delta{2\pi}\ln(1+\tan^2\theta).$$

Here $\theta/\pi=\varepsilon_*/(2\lambda)$ and $1+\tan^2\theta=1/\cos^2\theta$, so

$$B=\frac{\varepsilon_*^2}{4\lambda}+\frac\Delta\pi\ln\cos\theta .$$

Inserting $\varepsilon_*$ and $\Delta$ in terms of $\theta$ proves (b). $\square$

## Proof of (c): how the barrier falls

Both ends of the difference $B$ are stationary points, so their displacement with $\Delta$ does not contribute to $dB/d\Delta$. At fixed $\varepsilon$,

$$\frac{\partial F}{\partial\Delta}=\frac1\pi\frac{\varepsilon^2+\Delta^2}{\varepsilon^2+\Delta^2}+\frac1{2\pi}\ln(\varepsilon^2+\Delta^2).$$

The value at the top minus that at the well is

$$\frac{dB}{d\Delta}=\frac1{2\pi}\ln\frac{\Delta^2}{\varepsilon_*^2+\Delta^2}=\frac1\pi\ln\cos\theta<0 ,$$

which proves the monotonic fall.

For small $\Delta$ put $\varphi=\pi/2-\theta$ and $d=\Delta/\lambda$. Then $d=(1-2\varphi/\pi)\tan\varphi$, which inverts to $\varphi=d+2d^2/\pi+O(d^3)$. Since $\cos\theta=\sin\varphi$,

$$\frac{dB}{d\Delta}=\frac1\pi\left[\ln\frac\Delta\lambda+\frac{2\Delta}{\pi\lambda}+O(d^2)\right].$$

Integration from $B(0)=\lambda/4$ gives the expansion in (c).

At the other end $\theta$ is small. With $\theta\cot\theta=1-\theta^2/3+\dots$ and $\ln\cos\theta=-\theta^2/2-\theta^4/12+\dots$, the terms in $\theta^2$ cancel in $B$, and

$$B\simeq\frac{\lambda\theta^4}{6\pi^2},\qquad 1-\frac\Delta{\Delta_c}\simeq\frac{\theta^2}3,\qquad B\simeq\frac{3\lambda}{2\pi^2}\left(1-\frac\Delta{\Delta_c}\right)^2 .$$

The barrier thus vanishes quadratically as the wells merge. $\square$

**Remark 1: the origin of the lowering.** Hybridisation stabilises the whole curve, including the wells. With the constant $C$, the top moves by $-(\Delta/\pi)[1+\ln(D/\Delta)]$ from its uncoupled height. In the well the level is about $\lambda$ from the Fermi energy, and to first order in $\Delta$ the shift is $-(\Delta/\pi)\ln(D/\lambda)$. Both depend on the bandwidth; their difference, $-(\Delta/\pi)[1+\ln(\lambda/\Delta)]$, does not, to leading order in $1/D$; for $\lambda=1$ eV, $\Delta=0.1$ eV and $D=10$ eV the finite band raises the barrier by about 0.002 eV. The barrier falls because the resonant level at the top gains more energy than the off-resonant level in the well. The small energy denominators that enlarge this gain are cut off by $\Delta$ itself, hence the logarithm.

**Remark 2: driving force.** At fixed $x$, $\partial F/\partial\delta=n$. At $\delta=0$ the occupations are $\frac12-\theta/\pi$ in the oxidised well, $\frac12$ at the top and $\frac12+\theta/\pi$ in the reduced well. The forward barrier therefore has slope $\theta/\pi$ in $\delta$, below $\frac12$, and the free-energy difference between the wells has slope $2\theta/\pi$. Their ratio is still $\frac12$: broadening makes the charge transferred between the wells fractional, without removing the symmetry of the curve.

## Corollary: finite electronic temperature

Let $T$ be the temperature and $k$ Boltzmann's constant, and define

$$w(\varepsilon)=\frac12+\frac{\Delta+i\varepsilon}{2\pi kT}.$$

The Fermi function has the expansion

$$f(\omega)=\frac12-2kT\sum_{m\ge0}\frac{\omega}{\omega^2+\nu_m^2},\qquad \nu_m=(2m+1)\pi kT .$$

Each term is the real part of $1/(\omega+i\nu_m)$, which is analytic in the upper half-plane; its Lorentzian average is its value at $\omega=\varepsilon+i\Delta$. Thus

$$n=\frac12-2kT\sum_{m\ge0}\frac{\varepsilon}{\varepsilon^2+(\nu_m+\Delta)^2}=\frac12-\frac1\pi\,\mathrm{Im}\,\psi(w),$$

where the series for the digamma function $\psi$ was used. Since $d\,\mathrm{Re}\ln\Gamma(w)/d\varepsilon=-\mathrm{Im}\,\psi(w)/(2\pi kT)$, integration over $\varepsilon$ gives $\Omega=\varepsilon/2+2kT\,\mathrm{Re}\ln\Gamma(w)$ plus a constant. For $\delta=0$ the barrier is

$$B_T=2kT\left[\ln\Gamma(w(0))-\mathrm{Re}\ln\Gamma(w(\varepsilon_T))\right]-\frac{\varepsilon_T^2}{4\lambda},$$

with $\varepsilon_T$ the positive root of $\varepsilon=(2\lambda/\pi)\,\mathrm{Im}\,\psi(w)$. By the series above, $\mathrm{Im}\,\psi/\varepsilon$ decreases with $\varepsilon>0$. Such a root therefore exists if and only if the slope at zero is large enough, $\lambda\psi_1(w(0))>\pi^2kT$, where $\psi_1=\psi'$.

For $\Delta\to0$, $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$ gives $B_T=kT\ln\cosh(\varepsilon_T/2kT)-\varepsilon_T^2/(4\lambda)$. When $kT\ll\lambda$, $\varepsilon_T\simeq\lambda$ and

$$B_T\simeq\frac\lambda4-kT\ln2 .$$

The term $kT\ln2$ is the entropy contribution of a level that is empty or filled with equal probability. It is present without broadening and must not be counted as an effect of $\Delta$.

The stationary-point argument used for (c) now gives $dB_T/d\Delta=[\psi(w(0))-\mathrm{Re}\,\psi(w(\varepsilon_T))]/\pi$. With $\psi(\frac12)=-\gamma-2\ln2$, where $\gamma$ is Euler's constant, and $\mathrm{Re}\,\psi(\frac12+iy)\simeq\ln y$ for large $y$, the initial slope is

$$\left.\frac{dB_T}{d\Delta}\right|_{\Delta\to0}\simeq-\frac1\pi\ln\frac{2e^\gamma\lambda}{\pi kT}.$$

Temperature replaces the logarithmically divergent initial slope by a finite one.

## Worked example

Take the round parameters $\lambda=1$ eV, $\Delta=0.1$ eV, $\delta=0$ and 300 K, so that $kT=0.02585$ eV. The critical width at zero temperature is $2/\pi=0.637$ eV, so two wells exist.

Solving $0.1=(2/\pi)\theta\cot\theta$ gives $\theta=1.4639$. The level in the oxidised well lies at $\varepsilon_*=2\theta/\pi=0.932$ eV, and its occupation is $(1-0.932)/2=0.034$. The zero-temperature slope is $(1/\pi)\ln\cos\theta=-0.7123$, so

$$B=\frac{0.93195^2}{4}-0.1\times0.7123=0.2171-0.0712=0.146\ \text{eV},$$

or 14.1 kJ/mol. Direct quadrature of the slope $F'$ gives the same barrier. The small-$\Delta$ expansion gives $0.2500-0.1051+0.0010=0.1459$ eV. Broadening has removed 0.104 eV, about two fifths of the uncoupled barrier.

At 300 K the uncoupled barrier is $0.2500-0.0179=0.2321$ eV, and the coupled one is 0.1428 eV. Broadening accounts for the difference, 0.0893 eV. The Boltzmann factor grows by $\exp(0.0893/0.02585)\approx32$. This is not a ratio of complete rates, because the prefactor and recrossing are left out.

Diagonalisation of the level in a discrete band shows the mechanism of Remark 1 at 300 K. For $D=10$ eV the top drops by 0.165 eV and the well by 0.078 eV; for $D=20$ eV the drops are 0.186 and 0.098 eV. Each grows by about $(\Delta/\pi)\ln2=0.022$ eV, while the barrier changes by 0.001 eV. Extrapolation in $1/D$ gives 0.1428 eV, in agreement with the gamma-function result.

The numerical output also lists barriers for other widths. At $\Delta=0.001$ eV, far below $kT$, the barriers at zero temperature and 300 K differ by 0.017 eV, close to $kT\ln2$. At $\Delta=0.1$ eV they differ by 0.003 eV, because the resonance is then broader than $kT$ and the entropy at the top is smaller.

**Remark 3: limits of use.** At $\Delta=0.4$ eV the 300 K barrier, 0.022 eV, is already below $kT$. The curve still has two minima, but they no longer define two long-lived redox states. At the opposite end, the pole of $G$ at $\varepsilon-i\Delta$ gives the level population a decay rate $2\Delta$. If the solvent carries the level across the window in which its occupation changes, of order the larger of $\Delta$ and $kT$, in a time shorter than $1/(2\Delta)$, the electrons cannot follow; the limit $\Delta\to0$ therefore describes the equilibrium curve, not the rate. Spin with on-site repulsion, quantum solvent modes, and a width that varies with energy or solvent configuration lie outside the theorem.

## Values computed for the example and the checks

```
Reorganisation energy: 1.000 eV
Main level half-width Delta: 0.100 eV
Temperature: 300.0 K; kT: 0.025852 eV
Uncoupled barrier, T=0: 0.250000 eV
Critical Delta, T=0: 0.636620 eV
Critical Delta, 300 K: 0.633205 eV
Main theta: 1.463903 rad
Level energy in oxidised well, T=0: 0.931950 eV
Oxidised well x = occupation, T=0: 0.034025 (no unit)
Reduced well x = occupation, T=0: 0.965975 (no unit)
Main barrier, formula, T=0: 0.145900 eV
Main barrier, quadrature, T=0: 0.145900 eV
Main barrier, T=0: 14.077 kJ/mol
Lowering, T=0: 0.104100 eV
Small-Delta expansion: 0.145889 eV
Barrier slope with Delta, T=0: -0.71235 (no unit)
Barrier slope with drive, T=0: 0.46597 (no unit)
Well-difference slope, T=0: 0.93195 (no unit)
Entropy lowering kT ln 2, 300 K: 0.017919 eV
Uncoupled barrier, 300 K: 0.232081 eV
Main barrier, gamma formula, 300 K: 0.142787 eV
Main barrier, extrapolated diagonalisation: 0.14284 eV
Lowering by broadening, 300 K: 0.089294 eV
Boltzmann-factor gain: 31.628 (no unit)
Initial slope with Delta, 300 K: -1.20313 (no unit)
D=10 eV, 300 K: top drop 0.16464 eV, well drop 0.07757 eV
D=10 eV, 300 K: barrier 0.14501 eV
D=20 eV, 300 K: top drop 0.18628 eV, well drop 0.09812 eV
D=20 eV, 300 K: barrier 0.14392 eV
Delta (eV) | barrier T=0 (eV) | barrier 300 K (eV)
0.001 | 0.247483 | 0.230882
0.010 | 0.232168 | 0.220512
0.050 | 0.186661 | 0.181310
0.100 | 0.145900 | 0.142787
0.200 | 0.088024 | 0.086423
0.400 | 0.022976 | 0.022353
0.600 | 0.000509 | 0.000420
```
